# Oxide–ion boundary shifts from a 0.1 eV formation-energy error: test program

```python
# Result under test: an error delta (eV per metal atom) in the free energy of
#   ion + water -> oxide + n_H protons + n_e electrons
# displaces the boundary by n_H*lam*dpH + n_e*dU = delta, lam = kT ln 10.
# U is in volts against the standard hydrogen electrode (SHE), energies in eV.
# The numerical road uses atomic chemical potentials and total solubility;
# it does not use the reaction counts n_H and n_e.
import numpy as np
from scipy.constants import k, e
from scipy.optimize import brentq
from scipy.special import logsumexp

T = 298.15
kT = k * T / e
lam = kT * np.log(10)
total_activity = 1e-6
delta = 0.1

# Round model formation free energies; ion entries: (O atoms, H atoms, charge)
energy = {"M2O3": -7.8, "H2O": -2.5, "M2+": -1.0, "M3+": 0.0, "MO4^2-": -4.7}
ions = {"M2+": (0, 0, 2), "M3+": (0, 0, 3), "MO4^2-": (4, 0, -2)}


def log_activities(pH, U, errors):
    """Log activities of all ions in equilibrium with solid M2O3."""
    g = {name: value + errors.get(name, 0.0) for name, value in energy.items()}
    mu_electron = -U
    mu_H = -lam * pH + mu_electron
    mu_O = g["H2O"] - 2 * mu_H
    mu_M = (g["M2O3"] - 3 * mu_O) / 2
    return np.array([(mu_M + nO * mu_O + nH * mu_H - z * mu_electron
                      - g[name]) / kT for name, (nO, nH, z) in ions.items()])


def excess(pH, U, errors):
    return logsumexp(log_activities(pH, U, errors)) - np.log(total_activity)


def oxide_error(per_metal):
    return {"M2O3": 2 * per_metal}


def boundary_pH(U, errors, low, high):
    """The interval must hold one edge of the oxide field only."""
    return brentq(lambda x: excess(x, U, errors), low, high, xtol=1e-12)


def boundary_U(pH, errors, low, high):
    return brentq(lambda x: excess(pH, x, errors), low, high, xtol=1e-12)


def counts(name):
    nO, nH, z = ions[name]
    protons = 2 * (1.5 - nO) + nH
    return protons, protons - z


print(f"temperature = {T:.2f} K; kT = {kT:.6f} eV")
print(f"lam = kT ln 10 = {lam:.5f} eV per pH unit")
print(f"total dissolved activity = {total_activity:.0e}")
print(f"error delta = {delta:.2f} eV per metal atom")
for name, value in energy.items():
    print(f"model formation free energy {name} = {value:.2f} eV")
for name in ions:
    print(f"{name}: n_H = {counts(name)[0]:.0f}, n_e = {counts(name)[1]:.0f}")

# Acid and alkaline boundaries, with both signs of the error
U_fixed = 0.7
pH_shift = {}
for name, pH_range, pH_fixed, U_range in [
        ("M2+", (0, 6), 4.0, (-0.3, 1.0)),
        ("MO4^2-", (7, 14), 10.0, (0.2, 1.2))]:
    n_H, n_e = counts(name)
    p0 = boundary_pH(U_fixed, {}, *pH_range)
    u0 = boundary_U(pH_fixed, {}, *U_range)
    for d in (-delta, delta):
        p1 = boundary_pH(U_fixed, oxide_error(d), *pH_range)
        u1 = boundary_U(pH_fixed, oxide_error(d), *U_range)
        assert abs(p1 - p0 - d / (n_H * lam)) < 1e-6
        # traces of other ions set the tolerance for the potential
        assert abs(u1 - u0 - d / n_e) < 1e-5
    pH_shift[name] = p1 - p0
    print(f"{name} at U = {U_fixed:.1f} V: pH {p0:.3f} -> {p1:.3f}, "
          f"shift {p1 - p0:+.3f}")
    print(f"{name} at pH {pH_fixed:.0f}: U {u0:.4f} -> {u1:.4f} V, "
          f"shift {u1 - u0:+.4f} V")
print(f"oxide field at U = {U_fixed:.1f} V: change of width = "
      f"{pH_shift['MO4^2-'] - pH_shift['M2+']:+.3f} pH units")

# Meaning of "0.1 eV" for three normalizations of the M2O3 energy
for label, multiple in [("metal atom", 2), ("formula unit", 1),
                        ("atom of solid", 5)]:
    err = {"M2O3": multiple * delta}
    per_metal = multiple * delta / 2
    dp = boundary_pH(U_fixed, err, 0, 6) - boundary_pH(U_fixed, {}, 0, 6)
    du = boundary_U(4.0, err, -0.3, 1.0) - boundary_U(4.0, {}, -0.3, 1.0)
    assert abs(dp - per_metal / (3 * lam)) < 1e-6
    assert abs(du - per_metal) < 1e-5
    print(f"0.1 eV per {label}: delta = {per_metal:.3f} eV, "
          f"M2+ shifts {dp:+.3f} pH or {du:+.4f} V")

# Errors of oxide, ion and water act through their reaction combination
ion_error, water_error = 0.04, 0.02
combined = {"M2O3": 2 * delta, "M2+": ion_error, "H2O": water_error}
net = delta - ion_error - 1.5 * water_error
dp = boundary_pH(U_fixed, combined, 0, 6) - boundary_pH(U_fixed, {}, 0, 6)
assert abs(dp - net / (3 * lam)) < 1e-3  # trace M3+ lacks the ion error
print(f"combined errors: oxide {delta:.2f} per M, M2+ {ion_error:.2f}, "
      f"water {water_error:.2f} eV")
print(f"combined errors: net {net:.3f} eV, M2+ pH shift {dp:+.3f}")
shared = {"M2O3": 2 * delta, "M2+": delta}
dp = boundary_pH(U_fixed, shared, 0, 6) - boundary_pH(U_fixed, {}, 0, 6)
assert abs(dp) < 1e-3  # trace M3+ prevents exact cancellation

# Fixed potential against the reversible hydrogen electrode (RHE)
U_RHE = 0.9
rhe = [brentq(lambda p: excess(p, U_RHE - lam * p, err), 0, 6)
       for err in ({}, oxide_error(delta))]
assert abs(rhe[1] - rhe[0] - delta / (2 * lam)) < 1e-3  # trace M3+
print(f"M2+ at U_RHE = {U_RHE:.1f} V: pH {rhe[0]:.3f} -> {rhe[1]:.3f}, "
      f"shift {rhe[1] - rhe[0]:+.3f}")

# All equilibrium activities scale together; bare-cation boundary is rigid
ratio = np.exp(log_activities(3.0, 0.8, oxide_error(delta))
               - log_activities(3.0, 0.8, {}))
assert np.allclose(ratio, np.exp(delta / kT), rtol=1e-9)
print(f"equilibrium activities multiplied by {ratio[0]:.1f}")
# pH 4 lies inside the oxide field at all three potentials; at 1.2 V the
# oxyanion dissolves the oxide again at somewhat higher pH
for U in (0.7, 1.0, 1.2):
    p0 = boundary_pH(U, {}, 0, 4)
    p1 = boundary_pH(U, oxide_error(delta), 0, 4)
    assert abs(p1 - p0 - delta / (3 * lam)) < 1e-6
    print(f"cation boundary at U = {U:.1f} V: pH {p0:.3f} -> {p1:.3f}, "
          f"shift {p1 - p0:+.3f}")

# Mixed-ion region: local potential response and loss of the boundary
pH_mixed, small = 1.3, 1e-5
u0 = boundary_U(pH_mixed, {}, 0.5, 1.2)
slope = (boundary_U(pH_mixed, oxide_error(small), 0.5, 1.2)
         - boundary_U(pH_mixed, oxide_error(-small), 0.5, 1.2)) / (2 * small)
logs = log_activities(pH_mixed, u0, {})
fractions = np.exp(logs - logsumexp(logs))
mean_n_e = sum(f * counts(name)[1] for f, name in zip(fractions, ions))
assert abs(slope * mean_n_e - 1) < 1e-5
print(f"pH {pH_mixed:.1f}: boundary U = {u0:.4f} V, "
      f"M2+ fraction = {fractions[0]:.3f}")
print(f"pH {pH_mixed:.1f}: mean n_e = {mean_n_e:.3f}, "
      f"dU/d(delta) = {slope:.3f} V/eV")
U_scan = np.linspace(0.0, 1.5, 1501)
lowest = min(np.exp(logsumexp(log_activities(pH_mixed, U, oxide_error(delta))))
             for U in U_scan)
assert lowest > total_activity
print(f"pH {pH_mixed:.1f} with error: lowest equilibrium activity = "
      f"{lowest:.2e}")
print(f"potential range of that scan = {U_scan[0]:.1f} to {U_scan[-1]:.1f} V")

print("success")
```

Running it gives:

```
temperature = 298.15 K; kT = 0.025693 eV
lam = kT ln 10 = 0.05916 eV per pH unit
total dissolved activity = 1e-06
error delta = 0.10 eV per metal atom
model formation free energy M2O3 = -7.80 eV
model formation free energy H2O = -2.50 eV
model formation free energy M2+ = -1.00 eV
model formation free energy M3+ = 0.00 eV
model formation free energy MO4^2- = -4.70 eV
M2+: n_H = 3, n_e = 1
M3+: n_H = 3, n_e = 0
MO4^2-: n_H = -5, n_e = -3
M2+ at U = 0.7 V: pH 2.845 -> 3.409, shift +0.563
M2+ at pH 4: U 0.4950 -> 0.5950 V, shift +0.1000 V
MO4^2- at U = 0.7 V: pH 10.125 -> 9.787, shift -0.338
MO4^2- at pH 10: U 0.7124 -> 0.6790 V, shift -0.0333 V
oxide field at U = 0.7 V: change of width = -0.902 pH units
0.1 eV per metal atom: delta = 0.100 eV, M2+ shifts +0.563 pH or +0.1000 V
0.1 eV per formula unit: delta = 0.050 eV, M2+ shifts +0.282 pH or +0.0500 V
0.1 eV per atom of solid: delta = 0.250 eV, M2+ shifts +1.409 pH or +0.2500 V
combined errors: oxide 0.10 per M, M2+ 0.04, water 0.02 eV
combined errors: net 0.030 eV, M2+ pH shift +0.169
M2+ at U_RHE = 0.9 V: pH 2.577 -> 3.423, shift +0.845
equilibrium activities multiplied by 49.0
cation boundary at U = 0.7 V: pH 2.845 -> 3.409, shift +0.563
cation boundary at U = 1.0 V: pH 1.255 -> 1.819, shift +0.563
cation boundary at U = 1.2 V: pH 1.155 -> 1.718, shift +0.563
pH 1.3: boundary U = 0.9860 V, M2+ fraction = 0.633
pH 1.3: mean n_e = 0.633, dU/d(delta) = 1.579 V/eV
pH 1.3 with error: lowest equilibrium activity = 1.80e-05
potential range of that scan = 0.0 to 1.5 V
success
```
